# Linear cooling of hot electrons in the two-temperature model: verification in Python

```python
"""Cooling of hot electrons in the two-temperature model without diffusion.

Result under test: with electronic heat capacity gamma*Te and constant coupling G,
    dTe/dt = -(G/gamma) * (1 - Tl/Te),
so Te falls linearly at the rate R = G/gamma as long as Tl << Te.
Te, Tl: electron and lattice temperature; T0, Tl0: their initial values;
Cl: lattice heat capacity; theta = Cl/gamma (a temperature); x = Te/T0;
deficit = Tl/Te, the relative shortfall of the cooling rate below R.
Working units of the solvers: K, ps, nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

# Rough typical values for an aluminium film (SI units)
gamma = 90.0          # J/(m3 K2)
G = 2.5e17            # W/(m3 K)
Cl = 2.4e6            # J/(m3 K)
T0, Tl0 = 1.0e4, 300.0
thickness = 20.0      # nm
skin = 8.0            # nm, optical energy deposition depth
atom_density = 6.0e28  # 1/m3, three conduction electrons per atom
kappa_300 = 237.0     # W/(m K), conductivity at 300 K
melting_T, latent = 933.0, 1.0e9   # K, J/m3
work_function = 4.2   # eV
cohesive = 3.4        # eV per atom
interface_h = 1.0e8   # W/(m2 K), film to substrate
sound = 6.4e3         # m/s

R = G / gamma * 1e-12   # K/ps
theta = Cl / gamma      # K


def integrate(start, lattice, th, t_end, fraction=None, power=1):
    """Integrate both temperatures; heat capacity gamma*start*(Te/start)**power."""
    def rhs(t, y):
        diff = y[0] - y[1]
        return [-R / start * diff * (start / y[0])**power, R / th * diff]
    events = None
    if fraction is not None:
        def events(t, y):
            return y[0] - fraction * start
        events.terminal = True
    return solve_ivp(rhs, (0, t_end), [start, lattice], method="DOP853",
                     rtol=1e-11, atol=1e-9, events=events, dense_output=True,
                     max_step=0.05 * start / R)


def reach(start, lattice, th, fraction, power=1):
    """Time and lattice temperature when Te = fraction*start."""
    s = integrate(start, lattice, th, 50 * start / R, fraction, power)
    assert len(s.t_events[0]) == 1
    return s.t_events[0][0], s.y_events[0][0][1]


def final_T(start, lattice, th):
    return -th + np.sqrt(th**2 + start**2 + 2 * th * lattice)


def exact_time(start, lattice, th, x):
    Tf = final_T(start, lattice, th)
    b = Tf + 2 * th
    Te = x * start
    return th / (R * (Tf + th)) * (Tf * np.log((start - Tf) / (Te - Tf))
                                  + b * np.log((start + b) / (Te + b)))


def first_order_time(start, lattice, th, x):
    log = np.log(1 / x)
    return (start * (1 - x) + lattice * log
            + start**2 / (2 * th) * (log - (1 - x**2) / 2)) / R


def deficit(start, lattice, th, x):
    return lattice / (x * start) + start * (1 - x**2) / (2 * th * x)


# Closed-form time and rate deficit against integration of the original pair
cases = [(1e4, 0.8), (1e4, 0.5), (2.5e4, 0.8)]
numeric = []
for start, x in cases:
    t_num, Tl_num = reach(start, Tl0, theta, x)
    numeric.append((t_num, Tl_num))
    assert abs(exact_time(start, Tl0, theta, x) / t_num - 1) < 1e-7
    assert abs(deficit(start, Tl0, theta, x) / (Tl_num / (x * start)) - 1) < 1e-7

# Two-sided bounds along the trajectory
run = integrate(T0, Tl0, theta, 12.0)
times = np.linspace(0, 3, 301)
Te_path, Tl_path = run.sol(times)
assert np.all(Te_path >= T0 - R * times - 1e-3)
assert np.all(Te_path <= T0 - (1 - Tl_path / Te_path) * R * times + 1e-3)

# The remainder of the first-order time is of second order in Tl/Te
remainder = [reach(T0, Tl0 * s, theta / s, 0.8)[0]
             - first_order_time(T0, Tl0 * s, theta / s, 0.8) for s in (0.1, 0.05)]
order_ratio = remainder[0] / remainder[1]
assert 3.6 < order_ratio < 4.4

# Cold heavy lattice: equal times for equal drops only if capacity is linear in Te
quarter_ratio = []
for power in (1, 0):
    ta = reach(T0, 1.0, 1e9, 0.75, power)[0]
    tb = reach(T0, 1.0, 1e9, 0.50, power)[0]
    quarter_ratio.append((tb - ta) / ta)
assert abs(quarter_ratio[0] - 1) < 1e-3
assert abs(quarter_ratio[1] - np.log(1.5) / np.log(4 / 3)) < 1e-3

# Late exponential stage
Tf = final_T(T0, Tl0, theta)
tau_late = theta * Tf / (R * (Tf + theta))
gap = [np.subtract(*run.sol(t)) for t in (9.0, 10.0)]
tau_numeric = 1.0 / np.log(gap[0] / gap[1])
assert abs(tau_numeric / tau_late - 1) < 0.01

# Starting temperature with the smallest deficit at x = 0.8
best_T0 = np.sqrt(2 * theta * Tl0 / (1 - 0.8**2))
best_deficit = 2 * Tl0 / (0.8 * best_T0)
search = minimize_scalar(lambda s: reach(s, Tl0, theta, 0.8)[1] / (0.8 * s),
                         bounds=(1e3, 4e4), method="bounded", options={"xatol": 1.0})
assert abs(search.x / best_T0 - 1) < 0.01
assert abs(search.fun / best_deficit - 1) < 1e-4

# Free-electron gas: Fermi energy, collision rates, diffusivity
n_e = 3 * atom_density
E_F = sc.hbar**2 * (3 * np.pi**2 * n_e)**(2 / 3) / (2 * sc.m_e)
T_F = E_F / sc.k
v_F = np.sqrt(2 * E_F / sc.m_e)
gamma_free = np.pi**2 / 2 * n_e * sc.k / T_F
rate_ee = (sc.k * T0)**2 / (sc.hbar * E_F)
D_300 = kappa_300 / (gamma * 300.0)
rate_ph = v_F**2 / (3 * D_300) * numeric[0][1] / 300.0
D = v_F**2 / (3 * (rate_ee + rate_ph)) * 1e6   # nm2/ps


def fermi_gas(t):
    """Energy and coupling integrals at kT = t*E_F and fixed density (units of E_F)."""
    s = np.linspace(0, np.sqrt(1 + 40 * t), 4001)
    ds = s[1] - s[0]

    def occ(mu):
        return expit((mu - s**2) / t)
    mu = brentq(lambda m: np.sum(2 * s**2 * occ(m)) * ds - 2 / 3, 0.3, 1.2,
                xtol=1e-14)
    f = occ(mu)
    energy = np.sum(2 * s**4 * f) * ds
    coupling = np.sum(2 * s**3 * f * (1 - f) / t) * ds
    return energy, coupling


def capacity_ratio(t):
    """Heat capacity divided by its low-temperature linear law."""
    h = 0.01 * t
    slope = (fermi_gas(t + h)[0] - fermi_gas(t - h)[0]) / (2 * h)
    return 3 * slope / (np.pi**2 * t)


assert abs(capacity_ratio(0.02) - (1 - 0.3 * np.pi**2 * 0.02**2)) < 5e-5
cap_ratio = capacity_ratio(T0 / T_F)
G_ratio = fermi_gas(T0 / T_F)[1]


def slab(depth, h, t_end, diffusivity, fix_mean):
    """Space-resolved model, insulated faces, energy deposited as exp(-z/skin).
    Variable w = Te**2/2 is the electron energy density over gamma."""
    n = int(round(depth / h)) + 1
    z = h * np.arange(n)
    weight = np.ones(n)
    weight[[0, -1]] = 0.5
    weight /= weight.sum()
    shape = np.exp(-z / skin)
    norm = weight @ shape if fix_mean else 1.0
    y0 = np.empty(2 * n)
    y0[0::2] = Tl0**2 / 2 + (T0**2 - Tl0**2) / 2 * shape / norm
    y0[1::2] = Tl0

    def rhs(t, y):
        w, Tl = y[0::2], y[1::2]
        diff = np.sqrt(2 * np.maximum(w, 1e-6)) - Tl
        lap = np.empty(n)
        lap[1:-1] = w[2:] - 2 * w[1:-1] + w[:-2]
        lap[0] = 2 * (w[1] - w[0])
        lap[-1] = 2 * (w[-2] - w[-1])
        out = np.empty(2 * n)
        out[0::2] = diffusivity * lap / h**2 - R * diff / np.sqrt(2 * np.maximum(w, 1e-6))\
            * np.sqrt(2 * np.maximum(w, 1e-6))
        out[1::2] = R / theta * diff
        return out
    t = np.linspace(0, t_end, 2001)
    s = solve_ivp(rhs, (0, t_end), y0, method="LSODA", t_eval=t, rtol=1e-7,
                  atol=1e-2, lband=2, uband=2)
    assert s.success
    w = s.y[0::2]
    T_watch = np.sqrt(2 * (weight @ w if fix_mean else w[0]))
    assert T_watch[-1] < 0.8 * T0
    t_hit = np.interp(-0.8 * T0, -T_watch, t)
    k = np.searchsorted(t, 0.2)
    spread = np.nan
    if k < len(t):
        spread = np.sqrt(w[0, k] / w[-1, k]) - 1
    return t_hit, spread


t_film, film_spread = slab(thickness, 0.5, 1.2, D, True)
t_bulk_coarse, _ = slab(200.0, 0.5, 0.05, D, False)
t_bulk, _ = slab(200.0, 0.25, 0.05, D, False)
t_no_diffusion, _ = slab(50.0, 0.5, 1.2, 0.0, False)
assert abs(t_film / numeric[0][0] - 1) < 0.03
assert abs(film_spread) < 0.01
assert t_bulk < 0.1 * numeric[0][0]
assert abs(t_bulk_coarse / t_bulk - 1) < 0.05
assert abs(t_no_diffusion / numeric[0][0] - 1) < 1e-3

# Sizes of further neglected effects
d_m = thickness * 1e-9
sink = G * (T0 - Tl0)
kT_eV = sc.k * T0 / sc.e
A_rich = 4 * np.pi * sc.m_e * sc.k**2 * sc.e / sc.h**3
J = A_rich * T0**2 * np.exp(-work_function / kT_eV)
emission_share = J * (work_function + 2 * kT_eV) / d_m / sink
v_out = np.sqrt(2 * sc.k * T0 / sc.m_e)
t_charge = np.sqrt(sc.m_e * v_out * sc.epsilon_0 / (sc.e * J))
energy = gamma * (T0**2 - Tl0**2) / 2
melt_shift = [min(latent / Cl, max(0.0, numeric[i][1] - melting_T))
              / (cases[i][1] * T0) for i in (0, 1)]

print(f"gamma = {gamma:.0f} J/(m3 K2), free-electron value {gamma_free:.1f}")
print(f"G = {G:.2e} W/(m3 K)")
print(f"Cl = {Cl:.2e} J/(m3 K)")
print(f"T0 = {T0:.0f} K, Tl0 = {Tl0:.0f} K")
print(f"film thickness = {thickness:.0f} nm, skin depth = {skin:.0f} nm")
print(f"R = G/gamma = {R:.1f} K/ps = {R / 1000:.3f} K/fs")
print(f"theta = Cl/gamma = {theta:.0f} K")
print(f"absorbed energy = {energy * d_m * 0.1:.2f} mJ/cm2")
print(f"absorbed energy per atom = {energy / atom_density / sc.e:.3f} eV")
print(f"rough cohesive energy per atom = {cohesive:.1f} eV")
T_coh = np.sqrt(2 * atom_density * cohesive * sc.e / gamma)
print(f"Te holding the cohesive energy = {T_coh:.0f} K")
for (start, x), (t_num, Tl_num) in zip(cases, numeric):
    print(f"-- from {start:.0f} K to {x * start:.0f} K")
    print(f"linear time = {start * (1 - x) / R:.4f} ps")
    print(f"first-order time = {first_order_time(start, Tl0, theta, x):.4f} ps")
    print(f"exact time = {exact_time(start, Tl0, theta, x):.4f} ps,"
          f" integrated {t_num:.4f} ps")
    print(f"lattice at end = {Tl_num:.0f} K, rate deficit = {Tl_num / (x * start):.4f}")
print("-- general checks")
print(f"initial rate deficit = {Tl0 / T0:.4f}")
print(f"remainder ratio on halving Tl/Te = {order_ratio:.3f}")
print(f"second/first quarter time, C ~ Te: {quarter_ratio[0]:.4f}")
print(f"second/first quarter time, C const: {quarter_ratio[1]:.4f}")
print(f"final common temperature = {Tf:.0f} K")
print(f"late time constant = {tau_late:.4f} ps, integrated {tau_numeric:.4f} ps")
print(f"best T0 for x=0.8: {best_T0:.0f} K, searched {search.x:.0f} K")
print(f"smallest deficit at x=0.8: {best_deficit:.4f}")
print("-- diffusion, time to 8000 K")
print(f"diffusivity used = {D:.0f} nm2/ps")
print(f"film levelling time = {thickness**2 / (np.pi**2 * D) * 1000:.1f} fs")
print(f"film, mean-energy temperature: {t_film:.4f} ps")
print(f"film front/back Te difference at 0.2 ps = {100 * film_spread:.4f} %")
print(f"thick target surface: {t_bulk * 1000:.2f} fs")
print(f"mesh shift, 0.5 to 0.25 nm: {(t_bulk - t_bulk_coarse) * 1000:.3f} fs")
print(f"thick target, diffusion off: {t_no_diffusion:.4f} ps")
print("-- neglected effects at T0 unless stated")
print(f"Fermi energy = {E_F / sc.e:.2f} eV, T0/T_F = {T0 / T_F:.4f}")
print(f"heat capacity / (gamma Te) = {cap_ratio:.4f}")
print(f"G(T0)/G(0), free electrons = {G_ratio:.4f}")
print(f"melting, rate change: {100 * melt_shift[0]:.2f} % at 8000 K,"
      f" {100 * melt_shift[1]:.2f} % at 5000 K")
print(f"unscreened emission / coupling loss = {100 * emission_share:.1f} %")
print(f"space charge stops emission in about {t_charge * 1e15:.1f} fs")
print(f"substrate / coupling loss = {100 * interface_h * T0 / d_m / sink:.1f} %")
print(f"film expansion time = {d_m / sound * 1e12:.2f} ps")
print(f"electron thermalisation time = {1e15 / rate_ee:.1f} fs")
print("OK")
```

Output:

```
gamma = 90 J/(m3 K2), free-electron value 90.9
G = 2.50e+17 W/(m3 K)
Cl = 2.40e+06 J/(m3 K)
T0 = 10000 K, Tl0 = 300 K
film thickness = 20 nm, skin depth = 8 nm
R = G/gamma = 2777.8 K/ps = 2.778 K/fs
theta = Cl/gamma = 26667 K
absorbed energy = 8.99 mJ/cm2
absorbed energy per atom = 0.468 eV
rough cohesive energy per atom = 3.4 eV
Te holding the cohesive energy = 26950 K
-- from 10000 K to 8000 K
linear time = 0.7200 ps
first-order time = 0.7732 ps
exact time = 0.7781 ps, integrated 0.7781 ps
lattice at end = 975 K, rate deficit = 0.1219
-- from 10000 K to 5000 K
linear time = 1.8000 ps
first-order time = 2.0896 ps
exact time = 2.1699 ps, integrated 2.1699 ps
lattice at end = 1706 K, rate deficit = 0.3413
-- from 25000 K to 20000 K
linear time = 1.8000 ps
first-order time = 2.0061 ps
exact time = 2.0428 ps, integrated 2.0428 ps
lattice at end = 4519 K, rate deficit = 0.2259
-- general checks
initial rate deficit = 0.0300
remainder ratio on halving Tl/Te = 4.018
second/first quarter time, C ~ Te: 1.0001
second/first quarter time, C const: 1.4095
final common temperature = 2093 K
late time constant = 0.6986 ps, integrated 0.6987 ps
best T0 for x=0.8: 6667 K, searched 6667 K
smallest deficit at x=0.8: 0.1125
-- diffusion, time to 8000 K
diffusivity used = 2265 nm2/ps
film levelling time = 17.9 fs
film, mean-energy temperature: 0.7786 ps
film front/back Te difference at 0.2 ps = 0.0023 %
thick target surface: 5.73 fs
mesh shift, 0.5 to 0.25 nm: -0.019 fs
thick target, diffusion off: 0.7781 ps
-- neglected effects at T0 unless stated
Fermi energy = 11.62 eV, T0/T_F = 0.0741
heat capacity / (gamma Te) = 0.9829
G(T0)/G(0), free electrons = 0.9954
melting, rate change: 0.53 % at 8000 K, 8.33 % at 5000 K
unscreened emission / coupling loss = 11.2 %
space charge stops emission in about 5.5 fs
substrate / coupling loss = 2.1 %
film expansion time = 3.12 ps
electron thermalisation time = 10.3 fs
OK
```
